\section*{The k·p inverse effective mass with a nonlocal potential}

Consider an electron in a uniform medium that acts on it through a nonlocal potential. The potential takes a wavefunction $\psi$ to $\int w(\mathbf r-\mathbf r')\psi(\mathbf r')\,d^3r'$, where $w(\mathbf s)$ is real, even and of short range. Hartree atomic units are used, so the electron mass is 1. A plane wave is an eigenfunction of this operator, because the substitution $\mathbf r'=\mathbf r-\mathbf s$ gives
\begin{equation}
\int w(\mathbf r-\mathbf r')e^{i\mathbf k\cdot\mathbf r'}d^3r'
=e^{i\mathbf k\cdot\mathbf r}\,\tilde w(\mathbf k),\qquad
\tilde w(\mathbf k)=\int w(\mathbf s)e^{-i\mathbf k\cdot\mathbf s}d^3s .
\end{equation}
The energy is therefore $E(\mathbf k)=k^2/2+\tilde w(\mathbf k)$. Two derivatives, each bringing down a factor $-is$, give the inverse effective mass at $\mathbf k=0$:
\begin{equation}
\left(\frac1m\right)_{ab}=\frac{\partial^2E}{\partial k_a\partial k_b}
=\delta_{ab}-\int s_as_b\,w(\mathbf s)\,d^3s .
\end{equation}
For the Gaussian $w(\mathbf s)=w_0(2\pi\lambda^2)^{-3/2}e^{-s^2/2\lambda^2}$ one has $\tilde w=w_0e^{-\lambda^2k^2/2}$, and the inverse mass is $1-w_0\lambda^2$. A repulsive potential ($w_0>0$) lowers the inverse mass, since it raises slow waves more than fast ones. The electron is heavier as long as $w_0\lambda^2<1$; beyond that the curvature at $\mathbf k=0$ turns negative. As the range $\lambda$ goes to zero the potential becomes a local constant and the effect disappears.

No other states have entered. The velocity $\partial E/\partial k_a=k_a+\partial\tilde w/\partial k_a$ belongs to an operator that is diagonal in plane waves, so it cannot mix one with another. The whole change of mass comes from the second $k$-derivative of the nonlocal potential. In a crystal this term remains, and it is joined by a sum over other bands.

Let the crystal Hamiltonian be
\begin{equation}
H=\tfrac12p^2+V_{\rm loc}(\mathbf r)+V_{\rm NL},\qquad
(V_{\rm NL}\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r' ,
\end{equation}
with $\mathbf p=-i\nabla$. The kernel is Hermitian, $V(\mathbf r,\mathbf r')=V(\mathbf r',\mathbf r)^*$, and lattice-periodic, $V(\mathbf r+\mathbf R,\mathbf r'+\mathbf R)=V(\mathbf r,\mathbf r')$ for every lattice vector $\mathbf R$. It does not depend on energy, and it falls off fast enough with $|\mathbf r-\mathbf r'|$ for its second moments to converge. Norm-conserving pseudopotentials with localized projectors have these properties. Spin-orbit coupling is left out. The potentials are those of a given mean field and are held fixed while $\mathbf k$ varies.

A Bloch function is $e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)$ with $u_{n\mathbf k}$ periodic. Multiplying its Schrödinger equation from the left by $e^{-i\mathbf k\cdot\mathbf r}$ gives
\begin{equation}
H(\mathbf k)|u_n\rangle=E_n|u_n\rangle,\qquad
H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}.
\end{equation}
Inner products are taken over one cell, with $\langle u_n|u_n\rangle=1$. The three parts of $H$ respond differently to the phase factors. Since $\mathbf p$ acting on $e^{i\mathbf k\cdot\mathbf r}u$ gives $e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)u$, the kinetic energy becomes $(\mathbf p+\mathbf k)^2/2$. The local potential commutes with the phases and is unchanged. In the nonlocal potential the two phases sit at different points, and they do not cancel:
\begin{equation}
V_{\rm NL}(\mathbf k):\quad
e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}V(\mathbf r,\mathbf r').
\end{equation}
With $\partial_a=\partial/\partial k_a$, the kernels of its derivatives are
\begin{align}
\partial_aV_{\rm NL}(\mathbf k):&\quad
-i(r-r')_a\,e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}V(\mathbf r,\mathbf r'),\\
\partial_a\partial_bV_{\rm NL}(\mathbf k):&\quad
-(r-r')_a(r-r')_b\,e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}V(\mathbf r,\mathbf r').
\end{align}
The minus sign in the second line is $(-i)^2$. Both kernels are Hermitian. In the first, exchanging $\mathbf r$ and $\mathbf r'$ reverses the sign of $(r-r')_a$, and complex conjugation reverses the sign of $-i$.

These kernels are commutators with position. The operator $r_aV_{\rm NL}$ has the kernel $r_aV(\mathbf r,\mathbf r')$ and $V_{\rm NL}r_a$ has $V(\mathbf r,\mathbf r')r'_a$, so $[r_a,V_{\rm NL}]$ has $(r-r')_aV(\mathbf r,\mathbf r')$. Repeating the commutator supplies a second such factor, and hence
\begin{equation}
\begin{aligned}
\partial_aV_{\rm NL}(\mathbf k)&=e^{-i\mathbf k\cdot\mathbf r}\bigl(-i[r_a,V_{\rm NL}]\bigr)e^{i\mathbf k\cdot\mathbf r},\\
\partial_a\partial_bV_{\rm NL}(\mathbf k)&=e^{-i\mathbf k\cdot\mathbf r}\bigl(-[r_a,[r_b,V_{\rm NL}]]\bigr)e^{i\mathbf k\cdot\mathbf r}.
\end{aligned}
\end{equation}
Position itself is not a lattice-periodic operator, but only the difference $\mathbf r-\mathbf r'$ appears here, and it is unchanged when both points move by a lattice vector. The derivatives therefore act within the space of periodic functions.

The kinetic energy obeys the same rule. From $[r_b,p_c]=i\delta_{bc}$ follows $[r_b,p^2/2]=ip_b$, and then
\begin{equation}
-[r_a,[r_b,\tfrac12p^2]]=-[r_a,ip_b]=-i\,(i\delta_{ab})=\delta_{ab}.
\end{equation}
The free-electron term in the inverse mass and the second derivative of $V_{\rm NL}$ are thus two parts of one double commutator, $-[r_a,[r_b,H]]$. A local potential contributes nothing to it.

Define the velocity operator as the first derivative of the whole Hamiltonian,
\begin{equation}
v_a=\partial_aH(\mathbf k)=p_a+k_a+\partial_aV_{\rm NL}(\mathbf k).
\end{equation}
For a small displacement $\mathbf q$, with repeated Cartesian indices summed,
\begin{equation}
H(\mathbf k+\mathbf q)=H(\mathbf k)+q_av_a
+\tfrac12q_aq_b\bigl[\delta_{ab}+\partial_a\partial_bV_{\rm NL}(\mathbf k)\bigr]+O(q^3).
\label{expand}
\end{equation}
With a local potential alone, $H(\mathbf k)$ is a quadratic polynomial in $\mathbf k$ and the remainder is zero. The exponential in the nonlocal kernel in general produces higher terms, but they do not affect a second derivative at $\mathbf q=0$.

Now suppose that band $n$ is nondegenerate at $\mathbf k$. Its energy and state can then be chosen as smooth functions of $\mathbf k$ nearby. Differentiating $E_n=\langle u_n|H|u_n\rangle$ gives
\begin{equation}
\partial_aE_n=\langle u_n|v_a|u_n\rangle
+\langle\partial_au_n|H|u_n\rangle+\langle u_n|H|\partial_au_n\rangle .
\end{equation}
In the last two terms $H$ can be replaced by $E_n$, since it acts on $u_n$ to the right or to the left. They add up to $E_n\,\partial_a\langle u_n|u_n\rangle$, which vanishes because the norm is fixed. Therefore
\begin{equation}
\partial_aE_n=\langle u_n|v_a|u_n\rangle .
\label{vel}
\end{equation}

The second derivative also needs the change of the state. Differentiating $(H-E_n)|u_n\rangle=0$ with respect to $k_b$ gives
\begin{equation}
(v_b-\partial_bE_n)|u_n\rangle+(H-E_n)|\partial_bu_n\rangle=0 .
\end{equation}
Project this on another eigenstate $u_m$ of the same $H(\mathbf k)$. The term with $\partial_bE_n$ drops out by orthogonality, and $H$ acting to the left gives $E_m$. What remains is $\langle u_m|v_b|u_n\rangle+(E_m-E_n)\langle u_m|\partial_bu_n\rangle=0$, or
\begin{equation}
\langle u_m|\partial_bu_n\rangle=\frac{\langle u_m|v_b|u_n\rangle}{E_n-E_m},\qquad m\neq n .
\label{du}
\end{equation}
The component along $u_n$ itself is not fixed by this equation. Normalization requires $\langle\partial_bu_n|u_n\rangle+\langle u_n|\partial_bu_n\rangle=0$, so the component has no real part. Write it as $iA_b$ with $A_b$ real. Its value depends on the phase chosen for $u_n$ at each $\mathbf k$.

Differentiating equation (\ref{vel}) once more, the two terms in which a state is differentiated are complex conjugates of each other, because $v_a$ is Hermitian:
\begin{equation}
\partial_b\partial_aE_n=\langle u_n|\partial_bv_a|u_n\rangle
+2\,{\rm Re}\,\langle u_n|v_a|\partial_bu_n\rangle .
\end{equation}
The explicit derivative of the velocity is $\partial_bv_a=\delta_{ab}+\partial_a\partial_bV_{\rm NL}$. In the other term insert the complete set of states $u_m$ at this $\mathbf k$. The state $m=n$ contributes $2\,{\rm Re}(iA_b\langle u_n|v_a|u_n\rangle)$, which is zero because the expectation value is real; the arbitrary phase has dropped out. For the other states use equation (\ref{du}). The result is
\begin{equation}
\boxed{\;
\begin{aligned}
\left(\frac1m\right)_{ab}={}&\delta_{ab}
+\langle u_n|\partial_a\partial_bV_{\rm NL}(\mathbf k)|u_n\rangle\\
&+2\,{\rm Re}\sum_{m\neq n}
\frac{\langle u_n|v_a|u_m\rangle\langle u_m|v_b|u_n\rangle}{E_n-E_m}.
\end{aligned}\;}
\label{main}
\end{equation}
Exchanging $a$ and $b$ turns each product in the numerator into its complex conjugate, so the real part is symmetric, as a matrix of second derivatives must be. The factor 2 can be checked against perturbation theory in $\mathbf q$. The second-order energy is $\sum_{m\ne n}|\langle u_m|q_av_a|u_n\rangle|^2/(E_n-E_m)$, while the energy expansion defines the inverse mass through $\tfrac12q_aq_b(1/m)_{ab}$.

The sum accounts for the adjustment of the periodic function as $\mathbf k$ changes, and the first two terms give the curvature that would be found if $u_n$ were frozen. In the uniform medium of the opening, $u$ is constant and has nothing to adjust to. The sum vanishes and the earlier result is recovered.

For a local potential, $v_a$ may be replaced by $p_a$ inside the sum, since the number $k_a$ has no matrix element between orthogonal states. With a nonlocal potential the operator $\partial_aV_{\rm NL}$ in general connects different states of a crystal and must be kept.

The formula fails when $E_n$ coincides with another level at the same $\mathbf k$, for then a denominator vanishes and the state need not be a smooth function of $\mathbf k$. One must instead diagonalize a matrix within the degenerate set. Between states $u_i$ and $u_j$ of the set it contains the matrix elements of expansion (\ref{expand}), including the second derivative of $V_{\rm NL}$, and, at the same order $q^2$, the coupling through the states $u_l$ outside the set, $\sum_l\langle u_i|\mathbf q\cdot\mathbf v|u_l\rangle\langle u_l|\mathbf q\cdot\mathbf v|u_j\rangle/(E_n-E_l)$, which takes the place of the sum in equation (\ref{main}). Close to a degeneracy the formula still holds, but the parabola it describes is useful only for displacements so small that $|\langle u_m|\mathbf q\cdot\mathbf v|u_n\rangle|$ is well below the gap. This condition is necessary but does not by itself guarantee that the terms of order $q^3$ are small beside the quadratic one. The derivation also relies on the normalization $\langle u_n|u_n\rangle=1$ being independent of $\mathbf k$. A pseudopotential scheme with a $\mathbf k$-dependent overlap operator would need further terms.

For the lowest band every denominator $E_n-E_m$ is negative. With $a=b$ the numerators are $|\langle u_m|v_a|u_n\rangle|^2\ge0$, so that
\begin{equation}
\left(\frac1m\right)_{aa}\le1+\langle u_n|\partial_a^2V_{\rm NL}(\mathbf k)|u_n\rangle
\qquad\text{(lowest band)}.
\end{equation}
In a purely local potential the inverse mass of the lowest band is therefore at most 1 along any direction. A nonlocal potential can lift it above 1, because the second derivative may have either sign.

Consider now a kernel of separable form. Take one atom per cell at the origin, with projectors $\beta_i$ and real strengths $D_i$:
\begin{equation}
V(\mathbf r,\mathbf r')=\sum_{\mathbf R,i}D_i\,\beta_i(\mathbf r-\mathbf R)\,\beta_i^*(\mathbf r'-\mathbf R).
\end{equation}
Let $\Omega$ be the cell volume and use the basis $e^{i\mathbf G\cdot\mathbf r}/\sqrt\Omega$. In the matrix element, $\mathbf r$ runs over one cell and $\mathbf r'$ over all space. Shifting both by $\mathbf R$ produces the phase $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R}=1$, so the sum over $\mathbf R$ extends the $\mathbf r$ integral to all space:
\begin{equation}
V_{\mathbf G\mathbf G'}(\mathbf k)=\frac1\Omega\sum_iD_i\,f_i(\mathbf k+\mathbf G)f_i^*(\mathbf k+\mathbf G'),
\quad f_i(\mathbf q)=\int\beta_i(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r .
\end{equation}
For a state with coefficients $c_{\mathbf G}$, define $F_i(\mathbf k)=\sum_{\mathbf G}f_i^*(\mathbf k+\mathbf G)c_{\mathbf G}$ and hold the coefficients fixed when differentiating. The expectation value of $V_{\rm NL}(\mathbf k)$ is $\Omega^{-1}\sum_iD_iF_i^*F_i$. The product rule gives four terms, which form two conjugate pairs:
\begin{equation}
\langle\partial_a\partial_bV_{\rm NL}\rangle
=\frac2\Omega\sum_iD_i\,{\rm Re}\bigl[F_i^*\,\partial_a\partial_bF_i+(\partial_aF_i)^*\,\partial_bF_i\bigr].
\label{sep}
\end{equation}
The second pair matters even when $F_i$ vanishes. An $s$-like state at $\mathbf k=0$ has no overlap with a $p$ projector, but it acquires one in proportion to $\mathbf k$, and the energy then changes as $k^2$.

A model crystal shows the sizes involved. It is simple cubic with lattice constant 6 bohr, so $\Omega=216$ bohr$^3$. Each cell contains a local well $-V_0e^{-r^2/2\sigma^2}$ with $V_0=1$ hartree and $\sigma=1$ bohr. The normalized projectors are $\beta_s=(\pi\sigma^2)^{-3/4}e^{-r^2/2\sigma^2}$ and $\beta_j=(\sqrt2\,r_j/\sigma)\beta_s$ for $j=x,y,z$, with strengths $D_s=0.3$ and $D_p=0.5$ hartree. These are round parameters and describe no particular material. The transforms are
\begin{equation}
f_s=Ne^{-\sigma^2q^2/2},\qquad f_j=-i\sqrt2\,\sigma q_jf_s,\qquad N^2=8\pi^{3/2}\sigma^3 .
\end{equation}
The second follows from the first, since a factor $r_j$ under the integral equals $i\,\partial/\partial q_j$ outside it.

An estimate by hand is possible for the lowest band at $\mathbf k=0$ if $u$ is taken as constant. The nonlocal energy of this frozen state is then $(N^2/\Omega)\,e^{-\sigma^2k^2}(D_s+2\sigma^2k^2D_p)$. Expanding to order $k^2$ and differentiating twice along $x$ gives
\begin{equation}
\langle\partial_x^2V_{\rm NL}\rangle\approx\frac{2\sigma^2N^2}{\Omega}(2D_p-D_s)
=2(0.206)(1.0-0.3)\approx0.29 .
\end{equation}
The following signs refer to this frozen-state term only. The full inverse mass also depends on how the projectors reshape the state: with $D_s=0$ and the same $D_p$ it is 1.019, smaller than the value found below for $D_s=0.3$. Within the frozen-state term, the repulsive $s$ projector lowers the curvature, as in the uniform medium. The repulsive $p$ projector raises it, because the state meets this repulsion only once it moves. With the actual state, obtained by diagonalization in 389 plane waves, the term is 0.303. The three parts of equation (\ref{main}), in units of the inverse electron mass, are then
\begin{equation}
\frac1m=1+0.3033-0.1114=1.1919,\qquad m=0.839 .
\end{equation}
Finite differences of the eigenvalues, which use no $\mathbf k$-derivative of the potential, give the same 1.1919. At the zone centre the lowest band is lighter than a free electron. This holds only near $\mathbf k=0$: along $x$ the inverse mass has fallen to about 1 by $k_x=0.25$ bohr$^{-1}$, and it turns negative towards the zone boundary. Without the projectors the same crystal has $1/m=0.863$, in accord with the bound for a local potential.

Incomplete formulas give other numbers. Dropping the second derivative but keeping $v_a$ in the sum gives 0.889, which is 25\% below the full value. Keeping the second derivative but using $p_a$ in the sum gives 1.302, which is 9\% above it. Making both omissions gives 0.998, which is 16\% too low. The two errors have opposite signs here and partly compensate, but the result falls on the wrong side of the free-electron value.

With $p_a$ alone the sum is only $-0.0016$. To leading order the reason is a near cancellation. The local well couples the constant function to a plane wave $\mathbf G$ with strength $-(V_0/\Omega)(2\pi\sigma^2)^{3/2}e^{-\sigma^2G^2/2}=-0.073\,e^{-\sigma^2G^2/2}$ hartree. The $s$ projector contributes $D_sN^2/\Omega=+0.062$ hartree times the same exponential, and the $p$ projectors contribute nothing because $f_j(0)=0$. The state is therefore nearly constant, and momentum hardly connects it to other states. The velocity does so mainly through $\partial_aV_{\rm NL}$.

The lowest level with an appreciable velocity coupling is threefold degenerate and lies 0.6255 hartree above the band. Such a degeneracy among the other states is harmless, since only differences from $E_n$ appear in the denominators. Summed over the three states, the squared matrix elements are 0.00031 for $p_x$, 0.00865 for $\partial_xV_{\rm NL}$ and 0.01224 for $v_x$, in atomic units. The last exceeds the sum of the first two, so the two amplitudes reinforce each other. The level contributes
\begin{equation}
-\frac{2(0.01224)}{0.6255}=-0.0391,
\end{equation}
about 35\% of the whole sum. If the sum is restricted to states within 1 hartree, $1/m$ is 1.264; within 3 hartree it is 1.192. A model with few bands would need a correction for the distant ones.

At a general point of the zone, where cubic symmetry no longer constrains it, the tensor need not be isotropic. At $\mathbf k=(0.25,0.15,0.05)$ bohr$^{-1}$ the lowest band has diagonal elements 1.000, 1.110 and 1.162. Its velocity along $x$ is 0.281, whereas the parabola from the zone centre would give $1.192\times0.25=0.298$, so the band is already visibly nonparabolic. The second band has a state below it, which adds positive diagonal terms to the sum, while the states above add negative ones. Its elements are $xx=-0.106$, $yy=-0.380$, $zz=0.714$ and $xy=0.925$. The energy therefore curves downward along $x$ and $y$ and upward along $z$. For both bands the velocities and all tensor elements agree with finite differences to about $10^{-5}$. A separate test compares the derivative matrix elements of $V_{\rm NL}$ with direct integration of the real-space kernels.

This close agreement does not depend on a complete basis. If the set of $\mathbf G$ vectors is kept fixed as $\mathbf k$ changes, $H(\mathbf k)$ is a finite matrix that depends smoothly on $\mathbf k$, and each step from equation (\ref{vel}) to equation (\ref{main}) holds for that matrix, provided all its eigenstates are summed. If the set is instead selected by a cutoff on $|\mathbf k+\mathbf G|$, it can change suddenly between neighbouring points, and finite differences across such a change do not measure the curvature of one smooth function. Whether the basis is large enough is a separate question. Here a reduction from 389 to 251 plane waves changes $1/m$ at the zone centre by less than $3\times10^{-6}$.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant, Gaussian width (bohr): 6.0 1.0
well depth, D_s, D_p (hartree): 1.0 0.3 0.5
plane waves, main and small basis: 389 251
finite-difference step (1/bohr): 0.005
largest kernel-test error (a.u.): 6.7e-15
ZONE CENTRE, LOWEST BAND; inverse masses in 1/m_e
E_1 and gap to next state (hartree): -0.01185 0.48747
free-electron term: 1.00000
second-derivative term: 0.30328
sum over states: -0.11135
total 1/m: 1.191927
finite-difference 1/m: 1.191927
effective mass (m_e): 0.83898
1/m in small basis: 1.191929
without second derivative, v in sum: 0.88865
with second derivative, p in sum: 1.30169
without second derivative, p in sum: 0.99841
first coupled level, gap (hartree): 0.62552
its number of states: 3
its |p_x|^2 (a.u.): 0.000311
its |dV_NL/dk_x|^2 (a.u.): 0.008648
its |v_x|^2 (a.u.): 0.012242
its part of the sum: -0.03914
1/m with states within 1.0 hartree: 1.26414
1/m with states within 3.0 hartree: 1.19243
1/m with states within 6.0 hartree: 1.19193
no projectors, 1/m k.p and differences: 0.862895 0.862895
GENERAL k (1/bohr): 0.25 0.15 0.05
band 1 energy (hartree): 0.03901
band 1 velocity (a.u.): 0.28120 0.17300 0.05832
band 1 velocity, differences (a.u.): 0.28120 0.17300 0.05832
band 1 second-derivative term xx yy zz xy xz yz (1/m_e):
  0.21188 0.26011 0.28730 -0.03489 -0.01181 -0.00745
band 1 1/m, k.p, same order (1/m_e):
  0.99952 1.11004 1.16159 -0.01786 -0.00578 -0.00457
band 1 1/m, differences, same order (1/m_e):
  0.99952 1.11004 1.16159 -0.01786 -0.00578 -0.00457
band 2 energy (hartree): 0.33950
band 2 velocity (a.u.): -0.70084 0.07060 0.03765
band 2 velocity, differences (a.u.): -0.70084 0.07060 0.03765
band 2 second-derivative term xx yy zz xy xz yz (1/m_e):
  -0.11392 0.07304 0.10592 0.03076 0.01320 0.00468
band 2 1/m, k.p, same order (1/m_e):
  -0.10641 -0.38042 0.71385 0.92502 0.07586 0.02849
band 2 1/m, differences, same order (1/m_e):
  -0.10641 -0.38042 0.71386 0.92501 0.07586 0.02849
\end{verbatim}
